# Spin-Polarized Andreev Bound States at a Ferromagnetic-Insulator Interface

## A case that can be seen through

A superconductor fills \(x>0\). Suppose that its surface reflects a spin-up electron with amplitude \(+1\) and a spin-down electron with amplitude \(-1\). With \(k\) the wave number normal to the surface, the standing waves \(e^{-ikx}+re^{ikx}\) are then proportional to \(\cos kx\) for spin up and \(\sin kx\) for spin down.

Atomic units are used in the algebra. Let \(\mu=k^2/2\) be the Fermi energy of the normal motion and \(\Delta>0\) the gap. In mean-field theory an excitation has a spin-up electron part \(u\) and a spin-down hole part \(v\). At zero energy they obey (derivation below)

\[
\left(-\tfrac12\partial_x^2-\mu\right)u+\Delta v=0,\qquad
-\left(-\tfrac12\partial_x^2-\mu\right)v+\Delta u=0 .
\]

Try \(u=\cos(kx)\,e^{-\kappa x}\) and \(v=\sin(kx)\,e^{-\kappa x}\) with \(\kappa\ll k\). The cross term of the second derivative is the leading one left after \(k^2/2-\mu\) cancels:

\[
\left(-\tfrac12\partial_x^2-\mu\right)u\simeq-k\kappa\sin(kx)e^{-\kappa x},\qquad
\left(-\tfrac12\partial_x^2-\mu\right)v\simeq k\kappa\cos(kx)e^{-\kappa x}.
\]

Both equations hold if \(k\kappa=\Delta\). The two spins see different boundary conditions, and a state sits in the middle of the gap. If both amplitudes were \(-1\), both components would have to be sines, and this solution would not exist. The general case lies between these two.

## Which spin does the state carry?

Let \(h_\uparrow\) and \(h_\downarrow\) be the one-electron Hamiltonians, measured from the Fermi energy and including the insulator. I assume that spin along the magnetization and the momentum parallel to the surface are conserved. The mean-field Hamiltonian is

\[
H=\int\!\left[c_\uparrow^\dagger h_\uparrow c_\uparrow+c_\downarrow^\dagger h_\downarrow c_\downarrow
+\Delta\,(c_\uparrow^\dagger c_\downarrow^\dagger+c_\downarrow c_\uparrow)\right]dx ,
\]

where \(c_\uparrow\) and \(c_\downarrow\) have opposite parallel momenta. Seek an operator \(\gamma^\dagger=\int(u\,c_\uparrow^\dagger+v\,c_\downarrow)\,dx\) that raises the energy by \(E\), so that \([H,\gamma^\dagger]=E\gamma^\dagger\). The kinetic terms give \(h_\uparrow u\) with \(c_\uparrow^\dagger\) and \(-h_\downarrow v\) with \(c_\downarrow\). For the pairing terms, at one point,

\[
[c_\uparrow^\dagger c_\downarrow^\dagger,c_\downarrow]=c_\uparrow^\dagger\{c_\downarrow^\dagger,c_\downarrow\}=c_\uparrow^\dagger,
\qquad
[c_\downarrow c_\uparrow,c_\uparrow^\dagger]=c_\downarrow .
\]

Comparing coefficients gives the Bogoliubov–de Gennes equations of this sector:

\[
h_\uparrow u+\Delta v=Eu,\qquad -h_\downarrow v+\Delta u=Ev .
\]

Creating a spin-up electron adds spin \(+\tfrac12\), and so does removing a spin-down electron. Hence \(\gamma^\dagger\) adds \(+\tfrac12\) whatever the mixture of \(u\) and \(v\).

The adjoint \(\gamma=\int(u^*c_\uparrow+v^*c_\downarrow^\dagger)\,dx\) changes the energy by \(-E\). It belongs to the other sector, with a spin-down electron and a spin-up hole. Levels therefore come in pairs \(\pm E\), but a pair describes one excitation, not two.

## From fast waves to slow envelopes

For general phases, write each component as an outgoing and an incoming wave:

\[
\begin{pmatrix}u\\v\end{pmatrix}=f(x)\,e^{ikx}+g(x)\,e^{-ikx}.
\]

Differentiation gives

\[
-\tfrac12\partial_x^2\left(fe^{ikx}\right)=e^{ikx}\left(\tfrac{k^2}{2}f-ikf'-\tfrac12f''\right).
\]

The first term cancels against \(\mu\). The last is smaller than the second by a factor of order \(\kappa/k\) and is dropped; this requires \(\Delta\ll\mu\). With the normal velocity \(v_x=k\),

\[
-iv_xf_1'+\Delta f_2=Ef_1,\qquad iv_xf_2'+\Delta f_1=Ef_2 ,
\]

and \(g\) obeys the same equations with \(v_x\to-v_x\). Take a uniform gap and let \(f\) decay as \(e^{-\kappa x}\):

\[
(iv_x\kappa-E)f_1+\Delta f_2=0,\qquad \Delta f_1-(iv_x\kappa+E)f_2=0 .
\]

A nonzero solution needs a vanishing determinant, which gives \(E^2+v_x^2\kappa^2=\Delta^2\). This is satisfied by

\[
E=\Delta\cos\alpha,\qquad v_x\kappa=\Delta\sin\alpha,\qquad 0<\alpha<\pi ,
\]

where the range of \(\alpha\) expresses \(\kappa>0\). The first equation then yields

\[
\frac{f_2}{f_1}=\frac{E-iv_x\kappa}{\Delta}=e^{-i\alpha},\qquad
\frac{g_2}{g_1}=e^{i\alpha}.
\]

Each ratio has modulus one, so electron and hole carry equal weight. As a check, the opening case has \(\alpha=\pi/2\): there \(f\propto(1,-i)\) and \(g\propto(1,i)\), which are the exponential parts of \((\cos kx,\sin kx)\).

## The boundary condition for the hole

Let the insulator reflect electrons totally, with

\[
r_\uparrow=e^{i(\varphi+\theta/2)},\qquad r_\downarrow=e^{i(\varphi-\theta/2)},\qquad 0<\theta<2\pi .
\]

The spin-mixing angle \(\theta\) is the difference of the two reflection phases. It is assumed constant over energies of order \(\Delta\).

For the electron part, \(f_1=r_\uparrow g_1\) at \(x=0\). The hole part needs more care. Within a few wavelengths of the surface pairing has no time to act, and \(v\) obeys \(h_\downarrow v=-Ev\). This is the real equation for a spin-down electron at energy \(-E\). Requiring decay into the insulator leaves one solution up to a factor, namely \(e^{-ikx}+r_\downarrow e^{ikx}\). Therefore

\[
f_2=r_\downarrow g_2 .
\]

A hole travels against its wave number, so it arrives in \(e^{ikx}\) and leaves in \(e^{-ikx}\). Its own reflection amplitude is thus \(g_2/f_2=1/r_\downarrow=r_\downarrow^*\). The complex conjugate appears if one follows the hole's motion, and both statements are the same condition.

Now insert the envelope ratios:

\[
f_2=e^{-i\alpha}f_1=e^{-i\alpha}r_\uparrow g_1,\qquad
f_2=r_\downarrow g_2=r_\downarrow e^{i\alpha}g_1 .
\]

Equating them gives

\[
e^{2i\alpha}=\frac{r_\uparrow}{r_\downarrow}=e^{i\theta}.
\]

So \(\alpha=\theta/2\) up to multiples of \(\pi\), and in the allowed range there is one solution, \(\alpha=\theta/2\):

\[
\boxed{E=\Delta\cos\frac{\theta}{2},\qquad \kappa=\frac{\Delta}{v_x}\sin\frac{\theta}{2}}
\]

The common phase \(\varphi\) has dropped out. The other spin sector has the level \(-\Delta\cos(\theta/2)\), and the excitation energy is \(\Delta|\cos(\theta/2)|\).

**Limits.** At \(\theta=\pi\) the opening case returns: \(E=0\) and \(v_x\kappa=\Delta\). For small \(\theta\),

\[
\Delta-E\simeq\frac{\Delta\theta^2}{8},\qquad \kappa\simeq\frac{\Delta\theta}{2v_x}.
\]

The level approaches the gap edge quadratically while its size grows as \(1/\theta\). At \(\theta=0\) it no longer decays, and there is no bound state. A negative angle is brought into the range by adding \(2\pi\), which reverses the sign of the level: exchanging the two spins of the insulator reverses the spin of the excitation.

## A lattice on both sides of \(\theta=\pi\)

A chain with hopping \(-1\) tests the result without slow envelopes. Its first site has an extra energy \(w\), which depends on spin. Comparing the equation at that site with the bulk equation gives \(\psi_0+w\psi_1=0\) for the wave continued to the missing site 0. Inserting \(\psi_j=e^{-ikj}+re^{ikj}\),

\[
r=-\frac{1+we^{-ik}}{1+we^{ik}} .
\]

At half filling \(k=\pi/2\). For \(w_\uparrow=-b\) and \(w_\downarrow=+b\) this gives \(r_\uparrow=-e^{2i\arctan b}\) and \(r_\downarrow=-e^{-2i\arctan b}\), so \(\theta=4\arctan b\). The whole range of \(\theta\) is accessible.

I diagonalized the \((u_\uparrow,v_\downarrow)\) sector for 4000 sites and a gap of 0.005 in units of the hopping.

| \(b\) | \(\theta\) (rad) | \(E/\Delta\), lattice | \(\cos(\theta/2)\) |
|---|---|---|---|
| 0.3 | 1.166 | 0.8353 | 0.8349 |
| 0.6 | 2.162 | 0.4723 | 0.4706 |
| 1.6 | 4.049 | −0.4364 | −0.4382 |
| 3.0 | 4.996 | −0.7995 | −0.8000 |

A fifth case away from half filling, with \(k=1\), \(w_\uparrow=-0.8\) and \(w_\downarrow=0.3\), gave 0.4702 against 0.4678. Differences of this size are expected, because the slow-envelope formula omits corrections of order gap over hopping. At half filling, for instance, the decaying waves have wave numbers \(\pm\pi/2+i\kappa\), so the end-site condition contains \(be^{-\kappa}\) in place of \(b\). This lowers the effective \(\theta\) slightly and raises the level, as in all four rows of the table. In all five cases the decay constant agreed with the formula to within 0.2%, and the electron weight was 0.50.

## What happens when the level crosses zero

For \(\theta<\pi\), \(E>0\). Acting with \(\gamma^\dagger\) on the ground state costs \(E\) and adds spin \(+\tfrac12\). For \(\theta>\pi\), \(E<0\), and the same operation lowers the energy. The ground state then already contains this quasiparticle. The excitation now consists of removing it, which costs \(|E|\) and changes the spin by \(-\tfrac12\).

If \(\theta\) has grown continuously from zero through \(\pi\), the ground state has gained spin \(+\tfrac12\) at the crossing. The angle alone does not fix the total spin, because it is defined only up to \(2\pi\). A weak reversed field also has \(\theta>\pi\) once \(2\pi\) is added, but no level has crossed zero on the way from zero field, and its ground state has spin 0.

This statement concerns many-electron states, so it was tested on them. A chain of five sites has \(2^{10}=1024\) many-electron states, and its mean-field Hamiltonian can be diagonalized completely. I took a gap of 0.5, a site energy of 0.2, and an end field \(b\), all in units of the hopping. For \(b=0.4\) the ground state had spin 0 and the first excited state spin \(+\tfrac12\), at an excitation energy of 0.376, equal to the sector's level nearest zero. For \(b=3.0\) the ground state had spin \(+\tfrac12\). Such a short chain tests the spin assignment, not the cosine law.

## Where does \(\theta\) come from?

Let the insulator be a step whose height above the Fermi energy is \(W_\uparrow\) or \(W_\downarrow\), with \(W_\uparrow<W_\downarrow\). At normal incidence the wave inside it is proportional to \(e^{qx}\) for \(x<0\), with \(q=\sqrt{2W}\). Matching value and slope at \(x=0\) gives

\[
ik(r-1)=q(1+r)\quad\Rightarrow\quad r=-\frac{q+ik}{q-ik}=-e^{2i\arctan(k/q)} ,
\]

and therefore

\[
\theta=2\left[\arctan\frac{k}{q_\uparrow}-\arctan\frac{k}{q_\downarrow}\right].
\]

The spin with the lower barrier penetrates farther and acquires the larger phase. Equal barriers give \(\theta=0\), as they must. In the limit \(W_\uparrow\to0\), \(W_\downarrow\to\infty\), one finds \(\theta\to\pi\), and the waves become the cosine and sine of the opening case. Since both arctangents lie between 0 and \(\pi/2\), this single step cannot take the level through zero.

At incidence angle \(\beta\) from the normal, with total wave number \(k_F\) and the same mass on both sides,

\[
k=k_F\cos\beta,\qquad q^2=2W+k_F^2\sin^2\beta .
\]

The sum \(k^2+q^2=K^2\) is independent of \(\beta\), so \(\arctan(k/q)=\arcsin(k/K)\). Its derivative with respect to \(k\) is \(1/q\), and hence

\[
\frac{d\theta}{dk}=2\left(\frac1{q_\uparrow}-\frac1{q_\downarrow}\right)>0 .
\]

Thus \(\theta\) is largest at normal incidence. A surface with many trajectories has a band of bound states between that lowest energy and the gap edge, not a line.

## Numbers for a very clean niobium surface

The example is set in the regime of niobium against europium sulfide at 0.10 K. Rough typical values are a gap of \(1.5\times10^{-3}\) eV and a barrier spin splitting of 0.36 eV. A free-electron kinetic energy of 1.0 eV is chosen to give roughly niobium's Fermi velocity. The lower barrier, 0.10 eV, is a free choice and a very favourable one: barrier heights reported for europium sulfide tunnel junctions are of order 1.6 eV on average. The upper barrier is then 0.46 eV.

At normal incidence \(k=5.123\), \(q_\uparrow=1.620\) and \(q_\downarrow=3.475\ \mathrm{nm^{-1}}\), so

\[
\theta=2\left[\arctan\frac{5.123}{1.620}-\arctan\frac{5.123}{3.475}\right]=0.579\ \mathrm{rad},
\]
\[
E=(1.5\times10^{-3}\ \mathrm{eV})(0.9583)=1.44\times10^{-3}\ \mathrm{eV}.
\]

The level lies below the gap edge by \(1-0.9583=0.0417\) of the gap, which is \(6.3\times10^{-5}\) eV, equivalent to 15 GHz. The small-angle law gives \(\theta^2/8=0.042\) of the gap for this distance, in agreement. The amplitude decays over

\[
\frac1\kappa=\frac{v_x/\Delta}{\sin(\theta/2)}=\frac{260.3\ \mathrm{nm}}{0.2857}\simeq910\ \mathrm{nm}.
\]

**Incidence angle.** With all materials parameters fixed, the level rises to \(1.478\times10^{-3}\) eV at 30° and \(1.490\times10^{-3}\) eV at 45°. A probe that accepts a wide range of directions sees this spread.

**Slow envelopes.** Matching the full second-order equations at the step, with energy-dependent \(q\), moves the level by \(-1.2\times10^{-6}\) eV, about 2% of its distance from the edge. At 0°, 30°, 45° and 60° the error in \(\alpha\) fell by a factor between 8 and 12 when the gap was reduced tenfold, as a correction linear in \(\Delta\) should.

**Temperature.** A normal-metal tunnel probe smears the spectrum with the derivative of the Fermi function, proportional to \(\mathrm{sech}^2(\varepsilon/2k_BT)\). Its full width at half maximum is \(4\,\mathrm{arccosh}(\sqrt2)\,k_BT\simeq3.5\,k_BT\), here \(3.0\times10^{-5}\) eV. That is half the distance to be resolved at normal incidence, and more than the distance at 30°.

**Leakage.** Through 5 nm of insulator the spin-up transmission carries the factor \(e^{-2q_\uparrow d}=9\times10^{-8}\). Total reflection is a good assumption here.

**Impurities.** If the chance of flying a time \(t\) unscattered is \(e^{-v_Ft/\ell}\), the amplitude falls as \(e^{-v_Ft/2\ell}\), which sets an energy scale \(v_F/2\ell\). This is the scattering scale of the normal metal, not the linewidth of the level. For small \(\theta\) both envelope ratios are close to one, and the electron and hole contributions to impurity scattering, which have opposite signs, largely cancel. The level can therefore be much narrower than this scale. For a mean free path \(\ell\) of 5000 nm, assumed as a rough value for exceptionally pure crystals, the scale is \(3.9\times10^{-5}\) eV. It equals the distance from the edge at \(\ell\simeq3100\) nm.

## If the gap is weaker near the surface

The gap was taken as uniform, but pairing can be weakened near a magnetic surface. For a gap \(\Delta(x)\), set \(f_2/f_1=e^{-i\eta(x)}\). The envelope equations give

\[
\frac{f_1'}{f_1}=\frac{i}{v_x}\left(E-\Delta e^{-i\eta}\right),\qquad
\frac{f_2'}{f_2}=-\frac{i}{v_x}\left(E-\Delta e^{i\eta}\right).
\]

Subtract the first from the second. The left side becomes \(-i\eta'\), and

\[
\eta'=\frac{2}{v_x}\left[E-\Delta(x)\cos\eta\right].
\]

Deep inside, \(\eta\to\arccos(E/\Delta)\), with \(\Delta\) the bulk gap. Since \(g\) obeys the complex-conjugate equations, \(g_2/g_1=e^{i\eta}\), and the surface condition becomes \(\eta(0)=\theta/2\) up to multiples of \(\pi\). The level that continues the uniform-gap result has \(\eta(0)=\theta/2\); a wide depleted region can hold further levels. For a uniform gap \(\eta\) is constant and the earlier result returns.

How much depletion would double the distance from the edge in the example? Reduce the gap by a fraction \(p\) over the first \(v_x/\Delta=260\) nm. First-order perturbation theory uses the normalized density \(2\kappa e^{-2\kappa x}\) and the pairing expectation value \(\cos(\theta/2)\), the real part of \(f_1^*f_2/|f_1|^2\):

\[
\frac{\delta E}{\Delta}=-p\cos\frac\theta2\left(1-e^{-2\sin(\theta/2)}\right)=-0.417\,p .
\]

The required shift, \(1-0.9583=0.0417\), suggests \(p\simeq10\%\). Solving the phase equation gives 9.0%. The perturbative value is somewhat high because it keeps the shape of the state fixed, while the true state contracts toward the surface as it becomes more strongly bound. Lattice diagonalization with this depleted gap and the same \(\theta\) gave \(E/\Delta=0.9168\), against the target 0.9167.

In this example a depletion of 9% thus adds as much to the distance from the edge as spin mixing gives in a uniform gap. The actual depletion would follow from solving the gap equation together with the states, which has not been done here.

## How far a real interface is from the model

The gap, Fermi velocity and spin splitting have realistic sizes, but niobium's Fermi surface is not a free-electron sphere, and the low barrier favours a large \(\theta\). The model also leaves out niobium's strong electron–phonon coupling, which lowers the velocity near the Fermi energy and makes the real coherence and decay lengths shorter than those given here. At fixed splitting a higher barrier reduces \(\theta\), because the slope of \(\arctan\sqrt{\mu/W}\) with respect to \(W\) has magnitude \(\sqrt\mu/[2\sqrt W(\mu+W)]\), which falls as \(W\) grows. The distance from the edge then shrinks roughly as \(\theta^2\). With barriers of 1.47 and 1.83 eV, near the reported size, the same step formula gives \(\theta=0.106\) rad, a distance of only \(2.1\times10^{-6}\) eV and a decay length of about 4900 nm.

The result is derived for a clean superconductor. For an illustrative mean free path of 50 nm, the impurity scale is a hundred times the value found for 5000 nm, or \(3.9\times10^{-3}\) eV. This exceeds the gap itself. Scattering is then no small correction, and the formula for a single straight trajectory cannot be relied on. The model also assumes one magnetic domain, a smooth surface, and no applied field or screening current. For a normal-metal tunnel probe, the thermal width equals the distance of the lowest level from the edge at about 0.2 K for the 0.10 eV barrier of the example, so the measurement would have to be made well below that temperature. For the 1.47 eV barrier the corresponding temperature is about 7 mK, and at 0.10 K the level would not be resolved from the gap edge. A probe that selects directions close to the normal reduces the spread with angle. How clean the crystal must be would follow from a calculation of the impurity linewidth, which has not been done here. The full numerical output follows; the entry "impurity broadening" in it is the scale \(v_F/2\ell\), not the linewidth of the level.

## Calculated quantities

```
LATTICE: theta (rad), E/gap, cos(theta/2), kappa ratio, |u|^2 weight
  1.1658  +0.8353  +0.8349  0.9991  0.5000
  2.1617  +0.4723  +0.4706  0.9990  0.5000
  4.0488  -0.4364  -0.4382  1.0010  0.5000
  4.9962  -0.7995  -0.8000  1.0011  0.5000
  2.1681  +0.4702  +0.4678  0.9987  0.4999
FOCK SPACE, 5 sites, energies in units of the hopping
  end field 0.4: ground spin 0.000, first excited spin 0.500
  end field 0.4: excitation energy 0.37642, sector level 0.37642
  end field 3.0: ground spin 0.500
EXAMPLE INPUTS
  gap                        1.50e-03 eV
  Fermi kinetic energy       1.00 eV
  barrier, spin up           0.10 eV
  barrier, spin down         0.46 eV
  temperature                0.10 K
EXAMPLE RESULTS, normal incidence
  Fermi wave number          5.123 1/nm
  evanescent constant, up    1.620 1/nm
  evanescent constant, down  3.475 1/nm
  Fermi velocity             5.931e+05 m/s
  spin-mixing angle theta    0.5794 rad
  cos(theta/2)               0.95833
  sin(theta/2)               0.28566
  bound energy               1.4375e-03 eV
  distance from gap edge     6.250e-05 eV
  same distance              15.11 GHz
  length v/gap               260.3 nm
  amplitude decay length     911.1 nm
INCIDENCE ANGLE (deg), theta (rad), bound energy (eV)
   0  0.5794  1.4375e-03
  30  0.3448  1.4778e-03
  45  0.2295  1.4901e-03
  60  0.1406  1.4963e-03
NEGLECTED EFFECTS
  exact matching energy      1.4363e-03 eV
  exact minus formula        -1.18e-06 eV
  thermal width of probe     3.04e-05 eV
  assumed mean free path     5000 nm
  impurity broadening        3.90e-05 eV
  path for broadening = edge distance  3123 nm
  insulator thickness        5.0 nm
  leakage factor exp(-2qd)   9.2e-08
  gap depletion over v/gap that doubles binding  9.02 percent
  E/gap then: phase equation 0.9167, lattice 0.9168
```
